# Why the odd helium-pair orbital becomes 2p, not 2s, at contact

## One electron shared by two equal centres

Place two equal nuclei on the z axis, a at \(z=-R/2\) and b at \(z=+R/2\), and give one electron the odd combination of two 1s functions. In atomic units, with \(f(r)=\sqrt{\zeta^3/\pi}\,e^{-\zeta r}\) and \(r\) measured from the midpoint, the two functions are \(f\) shifted by \(\mp R/2\). At distances large compared with \(R\),

\[
\phi_a\approx f+\frac R2\,\frac{\partial f}{\partial z},\qquad
\phi_b\approx f-\frac R2\,\frac{\partial f}{\partial z}.
\]

The even parts cancel in the difference. Since \(\partial r/\partial z=z/r\),

\[
\phi_a-\phi_b\approx R\,\frac{\partial f}{\partial z}=-\zeta R\,\frac zr\,f(r).
\]

This shrinks with \(R\), but so does its norm. The overlap of the two 1s functions is \(S=e^{-s}(1+s+s^2/3)\), with \(s=\zeta R\). Using \(e^{-s}\approx1-s+s^2/2\),

\[
S\approx 1+(s-s)+\left(\tfrac13-1+\tfrac12\right)s^2=1-\frac{s^2}{6}.
\]

The squared norm of the difference is \(2(1-S)\approx s^2/3\), so division by \(s/\sqrt3\) gives

\[
\frac{\phi_a-\phi_b}{\sqrt{2(1-S)}}\;\longrightarrow\;-\sqrt3\,\frac zr\,f(r).
\]

The Taylor expansion fails within a distance of order \(R\) from the midpoint, but the share of the norm in that region vanishes with its volume. Numerical quadrature gives the overlap of the normalised difference with this limit, apart from sign, as 0.934 at \(\zeta R=2\), 0.987 at \(\zeta R=1\) and 0.99998 at \(\zeta R=0.1\).

The limit has the angular form \(z/r=\cos\theta\) of a p orbital, although it was built from s functions. Its radial form is not yet that of 2p, which carries a further factor \(r\). Optimising the orbital supplies that factor. No optimisation that keeps the orbital odd can turn it into 2s, which is even.

## Which atomic orbitals are allowed

Inversion through the midpoint exchanges two equal nuclei and leaves the Hamiltonian unchanged. Rotation about the axis also leaves it unchanged. An orbital followed in \(R\) therefore keeps its parity, g (even) or u (odd), and its axial angular momentum \(m\).

At \(R=0\) the field of the nuclei is central, and an atomic orbital has parity \((-1)^l\). An odd orbital with \(m=0\) must have \(l=1,3,\ldots\). In a local central potential the radial equation contains the centrifugal energy \(l(l+1)/2r^2\). Raising \(l\) raises this term everywhere, and with it the lowest level for that \(l\). The lowest odd orbital thus has \(l=1\) and no radial node: it is 2p\(\sigma\).

For two helium atoms, the label 1s\(\sigma_u\) records the atomic functions from which the orbital is made at large separation. It does not name its destination. With two electrons in each orbital,

\[
(1s\sigma_g)^2(1s\sigma_u)^2\;\longrightarrow\;1s^2\,2p\sigma^2 .
\]

The united nuclear charge is 4, so the endpoint is a beryllium configuration. The argument needs no helium-pair energies, and none are used here.

## Why the destination is an excited configuration

With one electron and a bare nucleus, 2s and 2p have the same energy, apart from small relativistic, radiative and nuclear effects. The 1s\(^2\) core separates them. If each core electron has density \((\alpha^3/\pi)e^{-2\alpha r}\), its repulsion on an outer electron is \(1/r-e^{-2\alpha r}(\alpha+1/r)\). Adding two such terms to the nuclear attraction \(-4/r\) gives

\[
V(r)=-\frac2r-2e^{-2\alpha r}\left(\alpha+\frac1r\right).
\]

The first term alone would leave 2s and 2p degenerate. The second is an extra attraction inside the core. An s density is finite at the nucleus, whereas a p density vanishes there as \(r^2\), so 2s gains more.

The size was calculated with a Hartree-Fock 1s\(^2\) core around a total nuclear charge of 4, held fixed, in a Gaussian basis. For one electron outside it, 2p lies above 2s by

- 0.00 eV with the core repulsion switched off;
- 3.15 eV with the classical core repulsion;
- 3.99 eV when core exchange is included.

Classical penetration thus accounts for most of the gap in this mean-field description, and exchange adds 0.84 eV.

For neutral beryllium, with all orbitals optimised in each configuration, the Hartree-Fock energies are −396.52 eV for 1s\(^2\)2s\(^2\) and −388.71 eV for 1s\(^2\)2p\(\sigma^2\). The difference is

\[
-388.71-(-396.52)=7.81\ \text{eV}.
\]

Twice the one-electron gap would be 7.98 eV. The remaining −0.17 eV is the net effect of the changed repulsion between the valence electrons and of orbital relaxation. These values are not converged in the last digits. A larger s and p basis gives −396.55 and −388.76 eV, a difference of 7.79 eV, and adding d and f functions lowers the difference to 7.76 eV; the remainder is then about −0.2 eV. Hartree-Fock omits electron correlation, so this 7.8 eV is a difference between configurations, not a spectroscopic excitation energy.

The notation 2p\(^2\) also hides a distinction. Write \(zz\) for two electrons in p\(_z\), and likewise \(xx\) and \(yy\). The spherical combination and the D combination with zero axial momentum are

\[
|S\rangle=\frac{xx+yy+zz}{\sqrt3},\qquad
|D\rangle=\frac{2zz-xx-yy}{\sqrt6}.
\]

The coefficients of \(zz\) are \(1/\sqrt3\) and \(2/\sqrt6\), so 2p\(\sigma^2\) is one third singlet S and two thirds singlet D. It contains no triplet, because two electrons in one spatial orbital must have opposite spins.

Let \(J\) be the repulsion within one p orbital and \(K_p\) the exchange integral between two different ones. In the basis \(zz,xx,yy\) the repulsion matrix has \(J\) on the diagonal and \(K_p\) elsewhere. Its eigenvalues are \(J+2K_p\) for S and \(J-K_p\) for D, which are separated by \(3K_p\). With the beryllium 2p orbital held fixed, this is 1.32 eV in the basis used, and 1.30 eV in a larger one. At contact, electron repulsion therefore also mixes the \(\sigma^2\) and \(\pi^2\) occupations.

## The ground state need not follow

Orbital parity forbids one 1s\(\sigma_u\) electron from becoming 2s. It does not forbid a pair of them from changing orbitals together. Call the two configurations

\[
A=(1\sigma_g)^2(1\sigma_u)^2,\qquad B=(1\sigma_g)^2(2\sigma_g)^2 .
\]

Here \(1\sigma_u\) is the orbital called 1s\(\sigma_u\) above, and \(2\sigma_g\) becomes 2s at contact. Two odd electrons have even total parity, and both configurations are closed shells of \(\sigma\) orbitals. Both are therefore \({}^1\Sigma_g^+\), and they can mix. From here on, "ground state" means the lowest state of this symmetry. Near the crossing, a triplet with one electron each in \(1\sigma_u\) and \(2\sigma_g\) can lie lower, but its spin and parity differ, so it does not mix with A or B.

Built from one common set of orbitals, their determinants differ in two spin orbitals, so one-electron operators do not connect them. With \(u=1\sigma_u\) and \(g=2\sigma_g\), the repulsion gives a direct term and an exchanged term. The exchanged term pairs opposite spins and vanishes. What remains is

\[
H_{AB}=\iint\frac{u(1)g(1)\,u(2)g(2)}{r_{12}}\,d^3r_1\,d^3r_2=K .
\]

Let \(\Delta=E_A-E_B\). The two-state energies and the weight of A in the lower state are

\[
E_\pm=\frac{E_A+E_B}{2}\pm\frac12\sqrt{\Delta^2+4K^2},\qquad
w_A=\frac12\left(1-\frac{\Delta}{\sqrt{\Delta^2+4K^2}}\right).
\]

Where \(\Delta=0\) the levels stay \(2K\) apart. If the nuclei approach slowly, the ground state changes from mainly A to mainly B and arrives at 1s\(^2\)2s\(^2\), with some 2p\(^2\) admixture. The endpoint 1s\(^2\)2p\(\sigma^2\) belongs to the configuration held fixed, called diabatic, and not to the adiabatic ground state.

## Why the energies cross as the nuclei separate

The one-electron case shows the direction. Separate a bare charge \(Q\) into two halves at \(\pm R/2\). Outside them, the leading change in potential energy is \(-QR^2P_2(\cos\theta)/4r^3\). For hydrogenic 2p\(\sigma\), \(\langle P_2\rangle=2/5\) and \(\langle r^{-3}\rangle=Q^3/24\), so

\[
\delta E_{2p\sigma}=-\frac{QR^2}{4}\cdot\frac25\cdot\frac{Q^3}{24}=-\frac{Q^4R^2}{240}.
\]

For 2s the angular average of \(P_2\) is zero. The nuclear attraction is, however, weakened inside \(r=R/2\), where its spherical average is \(-2Q/R\) instead of \(-Q/r\). With \(|\psi_{2s}(0)|^2=Q^3/8\pi\),

\[
\delta E_{2s}=\frac{Q^3}{8\pi}\,Q\int_0^{R/2}\left(\frac1r-\frac2R\right)4\pi r^2\,dr
=\frac{Q^4}{8\pi}\cdot\frac{\pi R^2}{6}=\frac{Q^4R^2}{48}.
\]

To leading order in \(R\), the odd level falls and the even one rises. The 2s formula holds only for \(QR\ll1\): at \(Q=5\) and \(R=0.34\) bohr it gives 1.51 hartree where the exact rise is 0.41, while the 2p\(\sigma\) formula is still good to 1%. The formulas give the direction, not the crossing distance. In a four-electron system this must overcome the core-induced gap before A becomes the lower configuration.

## How large the effect is in a model pair

Take two point charges of 2.5 e and four electrons. This model represents no named molecule, and its united charge is 5, not beryllium's 4. The orbitals come from a mean field with two electrons in \(1\sigma_g\) and one each in \(2\sigma_g\) and \(1\sigma_u\), which treats A and B evenly. The basis holds s and p Gaussians on both centres. Nuclear repulsion cancels in \(\Delta\).

| R (nm) | Δ (eV) | K (eV) | overlap of 1σu with 2p |
|---|---:|---:|---:|
| 0.00 | 13.28 | 2.66 | 1.000 |
| 0.01 | 7.89 | 2.58 | 0.998 |
| 0.02 | −2.34 | 2.13 | 0.976 |
| 0.03 | −16.73 | 1.33 | 0.913 |
| 0.08 | −78.01 | 0.26 | 0.760 |

The last column compares each orbital with the model's own 2p orbital at contact. At 0.02 nm the odd orbital is already close to it.

A straight line between 0.01 and 0.02 nm puts the crossing at

\[
0.01+0.01\times\frac{7.89}{7.89+2.34}=0.0177\ \text{nm}.
\]

Spline interpolation of all calculated points gives 0.0180 nm. Optimising the orbitals separately for A and B moves it to 0.0183 nm. Adding d functions changes \(\Delta\) at the crossing by −0.03 eV.

At contact the two-state formula gives

\[
w_A=\frac12\left(1-\frac{13.28}{\sqrt{13.28^2+4(2.66)^2}}\right)=0.036 .
\]

A larger calculation, with all arrangements of the four electrons in seven \(\sigma\) orbitals, gives ground-state weights of 0.037 for A and 0.954 for B. At the crossing they are 0.499 and 0.487; at 0.08 nm A has 0.995. The gap at the crossing is 4.54 eV, against \(2K=4.51\) eV for two states. These calculations omit \(\pi\) orbitals. Pairs of electrons in them mix with both A and B, which can change the gap near the crossing by about 1 eV and shift the weights noticeably. The values above therefore describe the \(\sigma\) orbitals alone.

## When a collision follows the configuration

A moving pair has only a short time to change from A to B. For amplitudes \(c_A\) and \(c_B\), with energies measured from \(E_B\), the two-state equations are

\[
i\dot c_A=\Delta(R)c_A+Kc_B,\qquad i\dot c_B=Kc_A .
\]

They were integrated numerically from 0.08 nm to closest approach for head-on collisions of equal 10 u masses, one initially at rest. The starting state was the lower of the two states at 0.08 nm, which is almost purely A. The path \(R(t)\) used bare Coulomb repulsion between the 2.5 e charges.

| Laboratory energy (keV) | closest approach (nm) | probability of A |
|---:|---:|---:|
| 2 | 0.0090 | 0.69 |
| 10 | 0.0018 | 0.93 |
| 50 | 0.0004 | 0.98 |

In this model, keV collisions mostly keep the configuration as far as closest approach, where the tabulated probabilities apply. The 10 keV entry lies between 0.92 and 0.93, depending on the interpolation grid. The outward passage changes the probabilities again: continuing the same equations back to 0.08 nm leaves about 0.35, 0.74 and 0.94 in A at 2, 10 and 50 keV. The 2 keV value is sensitive, rising to about 0.46 if the electronic force or a \(\pi^2\) configuration is added. At a fixed 10 keV, multiplying the masses by 30,000 makes the passage slow, and the probability of A falls to 0.037. Multiplying them by \(10^{-5}\) makes it sudden, and A is kept to four decimals. These artificial masses separate the effect of speed from that of energy.

Of the three results, the one at 2 keV depends most on the assumed path. Half the laboratory energy, 1000 eV, belongs to the relative motion, and the bare repulsion at the crossing takes 500 eV of it. The electronic contribution to the force is neglected; taken along curve A, it would change the 2 keV row to a closest approach of 0.0067 nm and a probability of 0.73. The restriction to two states may fail at high energy: the laboratory speed of the projectile is 0.055 of the rms speed of a \(1\sigma_u\) electron at 2 keV, but 0.275 at 50 keV. Transitions to orbitals outside the two-state model were not calculated. Off-axis collisions add a rotational coupling between \(\sigma\) and \(\pi\) orbitals, which a head-on path excludes.

## Use in implantation and annealing

The energies and mass are roughly those of light-ion implantation, but the charges are not typical. For boron entering silicon the nuclear charges are 5 and 14. Their product, 70, is about eleven times the model's 6.25. A 2 keV boron ion has about 1.4 keV of relative energy with a silicon atom, and unscreened repulsion would stop it near 0.07 nm; screening lets it come closer. Unequal nuclei also remove inversion symmetry, so the g/u rule and the 0.018 nm crossing do not carry over. How far the probabilities would move cannot be inferred from this model. Annealing is a different regime: thermal energies near 0.1 eV are far too small to reach the model crossing against a repulsion of hundreds of eV.

For a short-range potential between equal atoms, the electron occupation in each symmetry should be inspected at every distance. With four electrons, a calculation that holds \((1\sigma_u)^2\) fixed follows A; one that lets the occupations change can switch to B. In the model at 0.01 nm the choice changes the energy by about 7.9 eV, while the bare nuclear repulsion is about 900 eV. At this distance the effect is thus below 1% of the bare repulsion. Outside the crossing A is the lower configuration, so both calculations follow it. A calculation that starts in B at short range and keeps that occupation outward is far off: at 0.08 nm B lies 78 eV above A with common orbitals and 77 eV with separately optimised ones, while the bare repulsion is about 110 eV.

The choice also determines the electronic excitation. A pair that stays in A throughout the collision separates in the configuration in which it arrived. A pair that leaves in B is on a curve about 78 eV higher at 0.08 nm. On the way out, near 0.04 nm, B crosses the \((1\sigma_g)^2(1\pi_u)^2\) configuration of the same symmetry, which lies about 3 eV below B at 0.08 nm, so B is not the only excited exit. An adiabatic potential suits slow approach; for keV encounters of the model pair that pass the crossing, at least these two configurations and their coupling are needed.
